# Relative hyperfine line strengths of the rubidium-87 D2 line, derived twice, part 2

The problem is to find the relative strengths of the hyperfine components of an atomic line, here by traces, without Clebsch–Gordan coefficients or 6j symbols. The ground level has electronic angular momentum $J$ and the excited level $J'$. Coupling to the nuclear spin $I$ gives totals $F$ and $F'$, with projections $M$ and $M'$. Electronic projections are $m_J$ and $m'$. Angular momenta are in units of $\hbar$. For the $^{87}$Rb D2 line, $J=1/2$, $J'=3/2$, $I=3/2$, $F=1,2$ and $F'=0,1,2,3$.

The dipole operator $\mathbf d$ acts on the electrons alone, with spherical components $d_q$. $P_J$ and $P_{J'}$ project onto the whole levels, including all nuclear states; $P_F$ and $P_{F'}$ project onto single hyperfine levels. The strength summed over all sublevels and polarizations is

$$T(F,F')=\sum_a\mathrm{Tr}\,(P_F\,d_a\,P_{F'}\,d_a),\qquad a=x,y,z. \tag{7}$$

$S(F\to F')$ is its share of all the strength leaving $F$ for $J'$. The first derivation, by coupling three angular momenta, gave

$$S(F\to F')=(2F'+1)(2J+1)\begin{Bmatrix}J&J'&1\\F'&F&I\end{Bmatrix}^2, \tag{1}$$

$$\sum_{F'}S(F\to F')=1,\qquad \sum_F(2F+1)S(F\to F')=\frac{(2F'+1)(2J+1)}{2J'+1}. \tag{2}$$

It used the Wigner–Eckart theorem, which follows from the ladder operators and leaves one constant $D$:

$$\langle Jm|d_q|J'm'\rangle=D\,\langle (1J')Jm|1q;J'm'\rangle . \tag{3}$$

Single amplitudes are

$$\langle FM|d_q|F'M'\rangle=D\,\langle(1F')FM|1q;F'M'\rangle\,R_{FF'}, \tag{4}$$

where $R_{FF'}$ is the overlap of the two coupling orders and $S(F\to F')=R_{FF'}^2$.

For the D2 line it found $S(2\to3,2,1)=7/10,\,1/4,\,1/20$. There, the state $m_J=\tfrac12$ was written with a fictitious spin 1 as $\alpha|1,-\tfrac12\rangle+\beta|0,\tfrac12\rangle+\gamma|{-1},\tfrac32\rangle$, labelled by $q$ and $m'$, with $\alpha^2,\beta^2,\gamma^2=1/6,\,1/3,\,1/2$.

**Both sum rules from closure.** Summing (7) over $F'$ replaces $P_{F'}$ by $P_{J'}$. The operator that appears is

$$A=\sum_aP_J\,d_a\,P_{J'}\,d_a\,P_J .$$

It acts on the electrons alone and is a scalar, so it commutes with $\mathbf J$. Commuting with $J_z$ makes it diagonal in $m_J$, and commuting with $J_\pm$ makes all its diagonal elements equal. Hence $A=D^2P_J$, where $D^2$ is the total strength from one ground state. It follows that

$$\sum_{F'}T(F,F')=\mathrm{Tr}(P_FA)=D^2(2F+1),\qquad
S(F\to F')=\frac{T(F,F')}{D^2(2F+1)}. \tag{8}$$

Every ground state has the same total strength, whatever its $F$. This holds more widely than the individual fractions do. The operator $A$ contains the excited level only through $P_{J'}$, so a perturbation that mixes different $F'$ within the level $J'$ changes the distribution of the strength but not its total. A magnetic field strong enough to compete with the hyperfine interaction is such a perturbation, as long as its Zeeman energy stays small against the fine-structure splitting. The admixture of the other fine-structure level changes the total in proportion to the ratio of the two, for rubidium by a few parts in $10^5$ at 0.05 T.

The same argument for the excited level gives $\sum_aP_{J'}d_aP_Jd_aP_{J'}=D'^2P_{J'}$, and therefore

$$\sum_FT(F,F')=D'^2(2F'+1). \tag{9}$$

The two constants are related. Taken over the electronic states, the traces of the two scalar operators are equal, because operators can be moved cyclically under a trace:

$$D^2(2J+1)=D'^2(2J'+1). \tag{10}$$

For the D2 line this means $D^2=2D'^2$. In a model unit in which one excited state has total strength 1, one ground state has total strength 2. There are half as many ground states as excited ones, so the totals agree.

Insert $T=D^2(2F+1)S$ into (9), divide by $D^2$, and use (10):

$$\sum_F(2F+1)S(F\to F')=\frac{D'^2}{D^2}(2F'+1)=\frac{(2F'+1)(2J+1)}{2J'+1}.$$

Both rules in (2) have now been obtained from closure and rotational symmetry. For the D2 line the right-hand side is $(2F'+1)/2$, that is $7/2$, $5/2$, $3/2$ and $1/2$ for $F'=3,2,1,0$.

**The strongest line.** A vector operator can change the total angular momentum by at most one unit. The level $F'=3$ is therefore connected to $F=2$ but not to $F=1$, and the second sum rule has one term:

$$5\,S(2\to3)=\frac72,\qquad S(2\to3)=\frac7{10}.$$

The same selection rule makes $F=2\leftrightarrow F'=3$ a closed transition: an atom in $F'=3$ can return by dipole emission to $F=2$ alone. The closure concerns emission. Light tuned to this line also excites $F'=2$ off resonance: in $^{87}$Rb that level lies about 267 MHz lower, against a natural width of about 6 MHz, and in weak light an atom at rest is lost to $F=1$ with a probability of a few parts in $10^5$ per scattered photon.

**A moment of the strength distribution.** Two strengths from $F=2$ are still unknown, and normalization gives one equation. The second comes from the mean value of $\mathbf J\cdot\mathbf I$ in the excited level, weighted by line strength. It requires the operator

$$V_b=\sum_aP_J\,d_a\,P_{J'}J_bP_{J'}\,d_a\,P_J .$$

The three $V_b$ form a vector operator within the ground level. For $J=1/2$, any electronic operator in that level is a combination of the identity and $J_x,J_y,J_z$. A constant vector multiplying the identity would single out a direction in space, which rotational symmetry forbids. The coefficients of the $J_c$ form an invariant tensor with two indices, which must be proportional to $\delta_{bc}$. Hence

$$V_b=D^2g\,J_b ,$$

with $J_b$ restricted to the ground level. For larger $J$ the same proportionality follows from the argument that led to (3), since a vector operator within one level is fixed up to a constant.

The number $g$ follows from the commutator $[J_b,d_a]=i\sum_c\epsilon_{bac}d_c$. Applying it twice and summing over $b$ gives

$$\sum_b[J_b,[J_b,d_a]]=-\sum_{b,c,e}\epsilon_{bac}\epsilon_{bce}d_e=2d_a ,$$

because $\sum_{b,c}\epsilon_{bac}\epsilon_{bce}=\delta_{ae}-3\delta_{ae}=-2\delta_{ae}$. Written out, the double commutator is

$$\mathbf J^2d_a-2\sum_bJ_bd_aJ_b+d_a\mathbf J^2=2d_a .$$

Place $P_{J'}$ on the left and $P_J$ on the right. The two squares become numbers, and

$$\sum_bP_{J'}J_bd_aJ_bP_J=\tfrac12\left[J'(J'+1)+J(J+1)-2\right]P_{J'}d_aP_J .$$

Multiply from the left by $P_Jd_a$ and sum over $a$. The left-hand side becomes $\sum_bV_bJ_b=D^2g\,J(J+1)P_J$. The right-hand side contains $A=D^2P_J$. Therefore

$$g=\frac{J(J+1)+J'(J'+1)-2}{2J(J+1)} . \tag{11}$$

For the D2 line, $g=(3/4+15/4-2)/(3/2)=5/3$.

Now bring in the nucleus. In a hyperfine level of the excited state, $\mathbf F^2=(\mathbf J+\mathbf I)^2$ gives

$$\mathbf J\cdot\mathbf I=K(F')=\tfrac12\left[F'(F'+1)-J'(J'+1)-I(I+1)\right].$$

Insert $\mathbf J\cdot\mathbf I$ between the two dipole operators in the trace for $F$. The nuclear operator $I_b$ commutes with $d_a$, so

$$\sum_{F'}K(F')T(F,F')=\sum_b\mathrm{Tr}(P_FV_bI_b)=D^2g\,\mathrm{Tr}(P_F\,\mathbf J\cdot\mathbf I).$$

Dividing by $D^2(2F+1)$ gives

$$\sum_{F'}K(F')\,S(F\to F')=g\,\langle\mathbf J\cdot\mathbf I\rangle_F . \tag{12}$$

The ground level fixes the mean of $\mathbf J\cdot\mathbf I$. In the excited level, the mean weighted by line strength is $g$ times as large. This factor applies to the scalar product, not to the cosine of the angle between the two vectors, because the length of $\mathbf J$ can change as well.

For $F=2$, $\langle\mathbf J\cdot\mathbf I\rangle=\tfrac12(6-\tfrac34-\tfrac{15}4)=\tfrac34$, and the right-hand side of (12) is $\tfrac53\cdot\tfrac34=\tfrac54$. Expressed through $F'(F'+1)$, the strength-weighted mean is

$$\sum_{F'}F'(F'+1)S(2\to F')=\frac{15}4+\frac{15}4+2\cdot\frac54=10 .$$

The line to $F'=3$ contributes $12\cdot\tfrac7{10}=\tfrac{42}5$. The other two therefore satisfy

$$S(2\to2)+S(2\to1)=\frac3{10},\qquad 6S(2\to2)+2S(2\to1)=\frac85 .$$

Subtracting twice the first equation from the second gives $4S(2\to2)=1$. Hence $S(2\to2)=1/4$ and $S(2\to1)=1/20$, in agreement with the first derivation.

**The lines from $F=1$.** The second sum rule now gives the other three strengths, one for each remaining $F'$:

$$5\cdot\tfrac14+3S(1\to2)=\tfrac52,\qquad 5\cdot\tfrac1{20}+3S(1\to1)=\tfrac32,\qquad 3S(1\to0)=\tfrac12 .$$

The solutions are $5/12$, $5/12$ and $1/6$, and they add to 1 as the first rule requires.

**Dependence on the nuclear spin.** The same equations can be solved for any $I$ with $J=1/2$, $J'=3/2$ and $F=I+1/2$. The second sum rule gives $(2I+2)S=(2I+4)/2$ for the highest $F'$. Write $b$ for the strength to $F'=I+1/2$ and $c$ for the strength to $F'=I-1/2$. Then

$$S(F\to F+1)=\frac{I+2}{2(I+1)},\qquad b+c=\frac{I}{2(I+1)} .$$

The three values of $K$ are $3I/2$, $(I-3)/2$ and $-(I+4)/2$, and $\langle\mathbf J\cdot\mathbf I\rangle=I/2$. Twice equation (12) is

$$3I\,\frac{I+2}{2(I+1)}+(I-3)b-(I+4)c=\frac{5I}3 .$$

Eliminating $c$ gives $(2I+1)b=5I/3-I=2I/3$, so that

$$b=\frac{2I}{3(2I+1)},\qquad c=\frac{I(2I-1)}{6(I+1)(2I+1)} .$$

At $I=3/2$ these expressions return $7/10$, $1/4$ and $1/20$. At $I=1/2$ the last one vanishes, as it must, because $J'=3/2$ and $I=1/2$ cannot form $F'=0$. For large $I$ the strengths tend to $1/2$, $1/3$ and $1/6$. These are the probabilities $\gamma^2$, $\beta^2$ and $\alpha^2$ of the first derivation. In this limit the nuclear spin acts as a fixed axis, and each $F'$ corresponds to one electronic projection $m'$ along it.

**Any polarization for an unpolarized level.** If all sublevels of $F$ are equally populated, absorption of light with unit polarization vector $\boldsymbol\varepsilon$ depends on the tensor $\mathrm{Tr}(P_Fd_aP_{F'}d_b)$. This tensor is invariant under rotations and hence proportional to $\delta_{ab}$. Its trace is $T(F,F')$, so the absorption strength is $T(F,F')/3$ for every polarization. The common factor cancels in $S$, and the fractions apply to linear and circular light alike.

**Worked example: weights in the whole D2 line.** In a vapour at 300 K, the ground hyperfine splitting of roughly 7 GHz is about 0.0011 of $kT$. The eight ground sublevels are then equally populated to about one part in a thousand. A component's weight in the whole line is the population fraction of its lower level times its relative strength:

$$w(F,F')=\frac{2F+1}{8}\,S(F\to F') .$$

The strongest component has $w(2,3)=\tfrac58\cdot\tfrac7{10}=\tfrac7{16}=0.4375$. The other five follow in the same way. The table also lists the emission branching fraction, which by (8)–(10) is

$$B(F'\to F)=\frac{T(F,F')}{D'^2(2F'+1)}=\frac{2(2F+1)}{2F'+1}\,S(F\to F') .$$

| $F$, $F'$ | $S(F\to F')$ | $w(F,F')$ | $B(F'\to F)$ |
|---|---|---|---|
| 2, 3 | 7/10 | 7/16 | 1 |
| 2, 2 | 1/4 | 5/32 | 1/2 |
| 2, 1 | 1/20 | 1/32 | 1/6 |
| 1, 2 | 5/12 | 5/32 | 1/2 |
| 1, 1 | 5/12 | 5/32 | 5/6 |
| 1, 0 | 1/6 | 1/16 | 1 |

The weights leading to $F'=3,2,1,0$ add to $7/16$, $5/16$, $3/16$ and $1/16$. They are proportional to $2F'+1$, which is the second sum rule in observable form: an evenly populated ground level feeds each excited level $F'$ in proportion to its number of sublevels, for any polarization. Summed over all three polarizations (isotropic light), every single excited sublevel is fed equally, because $\sum_aP_{J'}d_aP_Jd_aP_{J'}=D'^2P_{J'}$. For one polarization the sublevels within a level can be fed unequally: $\pi$ light, for example, cannot reach $M'=\pm3$ in $F'=3$.

The branching fractions show why the light must be weak and brief enough to leave the populations nearly unchanged. An atom excited from $F=2$ to $F'=1$ returns to $F=2$ with probability $1/6$ and is otherwise transferred to $F=1$. Repeated excitation on this line drains population from $F=2$, and the measured absorption no longer follows $S$. With a fixed polarization, and with no magnetic field or collisions to mix the sublevels, the level is not emptied completely: $\pi$ light, for example, cannot excite the sublevels $M=\pm2$, because $F'=1$ has no sublevels with $M'=\pm2$. From $F'=3$ the atom returns to $F=2$, but polarized light can still redistribute the population among the sublevels $M$. In a vapour at 300 K the Doppler width of about 0.5 GHz exceeds the spacings of the excited levels, so the three lines from $F=2$ overlap and the weights $w$ are their integrated areas. Light at the frequency of the $2\to3$ line then also excites $F'=2$ and $F'=1$ in atoms of other velocities, about 15% of the absorption in weak light, and these atoms can be transferred to $F=1$.

**What each derivation assumes.** Both derivations take $\mathbf d$ to be a vector operator that acts on the electrons alone, and both take $J$, $J'$, $F$ and $F'$ to be good quantum numbers. If the hyperfine interaction mixes another electronic level into $J'$, the fractions can also depend on the size of the admixture, and angular momenta alone no longer fix them.

The first derivation uses the full Wigner–Eckart theorem and the coupling of three angular momenta. In return it gives a closed formula for all $J$, $J'$ and $I$, and through (4) it gives each amplitude between single sublevels. That is what the polarized cases require.

The second derivation uses closure, invariance under rotation and the commutator of $\mathbf J$ with $\mathbf d$. It gives summed strengths but no amplitudes. For $J>0$ it still determines every relative strength, if one works downwards from the largest $F$. At each $F$ the second sum rule fixes the line to $F'=F+1$, because the other lines to that $F'$ start from larger $F$ and are already known. Normalization and (12) then fix the lines to $F'=F$ and $F'=F-1$. These two equations are independent, since $K(F)-K(F-1)=F$ is nonzero whenever both lines exist. The squared 6j symbols in (1) can therefore be found from sum rules and one moment. The numerical output below lists the values for the D2 line.

## Table of computed values

```
87Rb D2: I, J, J' = 3/2 1/2 3/2
Line F->F': 6j squared, strength S, decimal S (no unit)
  2->3: 1/20, 7/10, 0.7000
  2->2: 1/40, 1/4, 0.2500
  2->1: 1/120, 1/20, 0.0500
  1->2: 1/24, 5/12, 0.4167
  1->1: 5/72, 5/12, 0.4167
  1->0: 1/12, 1/6, 0.1667
Sum over F' of S from F=2: 1
Sum over F' of S from F=1: 1
Sum over F of (2F+1)S to F'=3: 7/2
Sum over F of (2F+1)S to F'=2: 5/2
Sum over F of (2F+1)S to F'=1: 3/2
Sum over F of (2F+1)S to F'=0: 1/2
Electronic strength per ground state (model unit): 2
Electronic strength per excited state (model unit): 1
Projection factor g: 5/3
Mean J.I for F=2 (hbar^2): 3/4
Mean J'.I for F=2 (hbar^2): 5/4
Mean F'(F'+1) for F=2: 10
Emission branching fractions F'->F
  3->2: 1
  2->2: 1/2
  2->1: 1/2
  1->2: 1/6
  1->1: 5/6
  0->1: 1
Weights in the whole line, equal sublevel populations
  2->3: 7/16 = 0.43750
  2->2: 5/32 = 0.15625
  2->1: 1/32 = 0.03125
  1->2: 5/32 = 0.15625
  1->1: 5/32 = 0.15625
  1->0: 1/16 = 0.06250
  total to F'=3: 7/16
  total to F'=2: 5/16
  total to F'=1: 3/16
  total to F'=0: 1/16
F=2, M=2, sigma+ light, to F'=3,2,1: 1, 0, 0
F=2, M=0, pi light, to F'=3,2,1: 9/10, 0, 1/10
Rough ground splitting: 7 GHz
Temperature: 300 K
Splitting divided by kT: 0.0011
```
